# First-order transition to a body diagonal in a tetrahedral ferroelectric

## What dimensions and symmetry fix

Let $\mathbf P$ be the uniform polarization of a crystal, $P=|\mathbf P|$, and let its free-energy density relative to the unpolarized parent phase be

$$F=\frac a2P^2+w\,P_xP_yP_z+\frac B4P^4,\qquad B>0,\quad w\neq0 .$$

Suppose that a transition occurs at some $a=a_t$, to a polarization of magnitude $P_t$. The three terms have the same dimension, so $w/B$ has the dimension of $P$, and $w^2/B$ has that of $a$. No other combination of $w$ and $B$ has the dimension of $a$. Replacing $\mathbf P$ by $-\mathbf P$ is the same as replacing $w$ by $-w$, so $a_t$ and $P_t$ cannot depend on the sign of $w$. Hence

$$a_t=\kappa\,\frac{w^2}{B},\qquad P_t=\lambda\,\frac{|w|}{B},$$

with two pure numbers to be found. The result will be $\kappa=2/27$ and $\lambda=2/(3\sqrt3)$, with $\mathbf P$ along a body diagonal.

The cubic term exists because the parent is tetrahedral. The point group $T_d$ has no linear invariant of $\mathbf P$, one quadratic, one cubic ($P_xP_yP_z$) and two quartic; the group $T$ gives the same count. Inversion reverses the sign of $P_xP_yP_z$, and so does a fourfold rotation, $(x,y,z)\to(-y,x,z)$. A cubic parent with either operation must have $w=0$.

The second quartic invariant can be taken as $P_x^4+P_y^4+P_z^4$. Symmetry allows it, and setting it to zero is an assumption of the model; its effect is found below. The coefficients refer to zero stress and zero macroscopic electric field, and the treatment is mean-field theory. The algebra is in atomic units, where the field is $\mathbf E=\partial F/\partial\mathbf P$ and $\varepsilon_0=1/4\pi$.

## First derivation: a bound and a square

The quadratic and quartic terms depend only on $P$, so at fixed $P$ the direction matters only through the cubic term. The geometric mean of three non-negative numbers does not exceed their arithmetic mean:

$$(P_x^2P_y^2P_z^2)^{1/3}\le\frac{P_x^2+P_y^2+P_z^2}{3}=\frac{P^2}{3}.$$

Raising this to the power $3/2$ gives

$$|P_xP_yP_z|\le\frac{P^3}{3\sqrt3},$$

with equality only if $P_x^2=P_y^2=P_z^2$, that is, on a body diagonal. Define $c=|w|/(3\sqrt3)$. Then

$$F\ge f(P)\equiv\frac a2P^2-cP^3+\frac B4P^4 .$$

For $P\neq0$, equality requires a diagonal on which $P_xP_yP_z$ has the sign opposite to $w$. Four of the eight diagonal directions qualify. For $w<0$ they are $[111]$, $[1\bar1\bar1]$, $[\bar11\bar1]$ and $[\bar1\bar11]$. The reverse of a favoured direction is not favoured, so this model has no pair of equivalent states $\pm\mathbf P$.

Now write the cubic and quartic terms of $f$ as part of a square. For any $P_t$,

$$\frac B4P^2(P-P_t)^2=\frac B4P^4-\frac{BP_t}{2}P^3+\frac{BP_t^2}{4}P^2 .$$

The cubic terms agree if $BP_t/2=c$, so $P_t=2c/B$. The square then contains the quadratic term $BP_t^2P^2/4=(c^2/B)P^2$. What remains of the quadratic term in $f$ is

$$\left(\frac a2-\frac{c^2}{B}\right)P^2=\frac12\left(a-\frac{2c^2}{B}\right)P^2 .$$

Therefore

$$f(P)=\frac{a-a_t}{2}P^2+\frac B4P^2(P-P_t)^2,$$

and, since $c^2=w^2/27$,

$$a_t=\frac{2c^2}{B}=\frac{2w^2}{27B},\qquad P_t=\frac{2c}{B}=\frac{2|w|}{3\sqrt3\,B}.$$

Both terms of $f$ are non-negative for $a\ge a_t$, which settles the three cases:

- If $a>a_t$, then $F>0$ for every $\mathbf P\neq0$, and the parent phase is the only global minimum.
- If $a=a_t$, then $F\ge0$, with equality at $\mathbf P=0$ and at the four favoured diagonal points with $P=P_t$. Five states coexist.
- If $a<a_t$, a favoured point with $P=P_t$ has $F=(a-a_t)P_t^2/2<0$. The global minimum is polar, and by the bound it lies on a favoured diagonal.

The equilibrium polarization thus jumps from zero to $P_t$, which makes the transition first order.

The same expression gives the barrier at coexistence. For $a=a_t$, $f=(B/4)P^2(P-P_t)^2$ is largest between its two zeros at $P=P_t/2$, where

$$F_b=\frac B4\cdot\frac{P_t^2}{4}\cdot\frac{P_t^2}{4}=\frac{BP_t^4}{64}.$$

Any continuous path from the parent state to a polar state must cross the sphere $P=P_t/2$, on which $F\ge F_b$. The straight path along a favoured diagonal reaches $F_b$ and no more. This is therefore the lowest barrier for a uniform change of $\mathbf P$.

## Second derivation: all stationary points

The second route uses calculus. Because $B>0$, $F$ tends to $+\infty$ at large $P$, so a global minimum exists and is a stationary point. The stationarity conditions are

$$(a+BP^2)P_x+wP_yP_z=0$$

and its two cyclic partners. Multiply each by its own component $P_i$:

$$(a+BP^2)P_i^2=-w\,P_xP_yP_z\qquad(i=x,y,z).$$

The right side is the same for all three. For $a>0$ the factor $a+BP^2$ is positive, so $P_x^2=P_y^2=P_z^2$. Every stationary point is then the origin or lies on a body diagonal.

Write a diagonal point as $P_i=s_ip/\sqrt3$, with $s_i=\pm1$, $p>0$ and $\sigma=s_xs_ys_z$. Then $P_xP_yP_z=\sigma p^3/(3\sqrt3)$, and the condition becomes

$$(a+Bp^2)\frac{p^2}{3}=-\frac{w\sigma p^3}{3\sqrt3}
\quad\Longrightarrow\quad a+Bp^2=-\frac{w\sigma}{\sqrt3}\,p .$$

The left side is positive, so $w\sigma=-|w|$, which is the sign rule found before. With $|w|/\sqrt3=3c$,

$$Bp^2-3cp+a=0,\qquad p_\pm=\frac{3c\pm\sqrt{9c^2-4aB}}{2B}.$$

These points exist for

$$a\le\frac{9c^2}{4B}=\frac{w^2}{12B}.$$

To compare their energy with $F(0)=0$, substitute $a=3cp-Bp^2$ into $f$:

$$f=\frac{3cp^3-Bp^4}{2}-cp^3+\frac B4p^4=\frac{p^3}{4}(2c-Bp).$$

The smaller root satisfies $p_-\le3c/(2B)<2c/B$, so its energy is positive. The larger root grows as $a$ falls, and its energy changes sign when $p_+=2c/B$. At that point

$$a=3c\,\frac{2c}{B}-B\,\frac{4c^2}{B^2}=\frac{2c^2}{B}=\frac{2w^2}{27B},$$

in agreement with the first derivation.

Local stability follows from the second derivatives. Let $\mathbf n=\mathbf P/p$ at a favoured diagonal point. For $i\neq j$ the cubic term contributes $wP_k$, where $k$ is the third index. Since $s_k=\sigma s_is_j$, $w\sigma=-|w|$ and $s_is_j=3n_in_j$,

$$wP_k=\frac{w\sigma s_is_jp}{\sqrt3}=-9cp\,n_in_j .$$

Its diagonal elements are zero. As $n_i^2=1/3$, the whole cubic contribution is $-9cp\,n_in_j+3cp\,\delta_{ij}$. The other terms give $(a+Bp^2)\delta_{ij}+2Bp^2n_in_j$, with $a+Bp^2=3cp$. The sum is

$$\frac{\partial^2F}{\partial P_i\partial P_j}=6cp\,\delta_{ij}+(2Bp^2-9cp)\,n_in_j .$$

The stiffness across $\mathbf P$ is $6cp$, and that along $\mathbf P$ is $p(2Bp-3c)$. Below the limit $a=w^2/(12B)$, the root $p_+$ exceeds $3c/(2B)$ and is a local minimum, while $p_-$ is a saddle. At the origin the stiffness is $a$ in every direction, so the parent phase stays locally stable until $a=0$. Both phases are therefore locally stable for $0<a<w^2/(12B)$, and except at $a=a_t$ one of them is only metastable.

At the transition $p=2c/B$. The stiffness along $\mathbf P$ is then $2c^2/B=a_t$, equal to that of the parent, and the stiffness across it is $12c^2/B=6a_t$.

For $a<0$ there are two more possibilities. If $a+BP^2=0$, then $P_yP_z=P_zP_x=P_xP_y=0$, which leaves six points on the cube axes. If $a+BP^2<0$, then $w\sigma=+|w|$, and $Bp^2+3cp+a=0$ has one positive root, which gives four points on the unfavoured diagonals. By the bound of the first derivation none of these can be a global minimum.

## What each derivation assumes

Both derivations assume a uniform $\mathbf P$, mean-field theory, a series cut at fourth order, and $B>0$.

The first needs no derivatives and no list of stationary points. It relies on the remaining terms being independent of direction, or at least favouring the same diagonals. It proves the global statement and gives the barrier, but does not locate the limits of metastability.

The second needs a differentiable $F$ and growth at large $P$, without which the lowest stationary point need not be a global minimum. It also needs stationarity equations that can be solved completely. In return it gives the metastable range and the stiffnesses.

The first method extends easily to the omitted quartic term $K(P_x^4+P_y^4+P_z^4)/4$. The sum of fourth powers is at least $P^4/3$, with equality on the diagonals. For $K>0$ both direction-dependent terms favour the diagonals, and $B$ is replaced by $B+K/3$:

$$a_t=\frac{2w^2}{27(B+K/3)} .$$

For $-B<K<0$ the two terms compete, but the formula still holds. Take a unit vector $\mathbf n$ for which the cubic term is negative, and let $g=n_x^2n_y^2n_z^2$ and $s=n_x^4+n_y^4+n_z^4$. Completing the square along $\mathbf n$ gives a polar state of zero energy at $a=2w^2g/(B+Ks)$. Since $s=1-2(n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2)$,

$$\frac{B+Ks}{g}=\frac{B+K}{g}+2|K|\left(\frac1{n_x^2}+\frac1{n_y^2}+\frac1{n_z^2}\right).$$

Both terms are smallest on the diagonals, so a diagonal is the first direction to become favourable as $a$ falls. For $K\le-B$ the quartic energy is no longer positive along the cube axes, and higher-order terms are needed.

Two limits show where the result stops. As $w\to0$ at fixed $B$, $a_t$ vanishes as $w^2$ and $P_t$ as $|w|$. At $w=0$ the transition is continuous, with $P=\sqrt{-a/B}$ for $a<0$ and no preferred direction in this model. This is not a tricritical point, since $B$ remains positive. As $B\to0$ at fixed $w$, $P_t$ diverges, and higher-order terms must be kept.

## A worked example

Let $a=a_0(T-T_0)$, with $w$ and $B$ independent of temperature. Take the round values $w=-6.0$ MV cm³/µC², $B=3.0$ MV cm⁵/µC³, $a_0=0.25$ MV cm/(µC K) and $T_0=40$ K. With $P$ in µC/cm² and fields in MV/cm, $F$ is in J/cm³. The formulas give

$$a_t=\frac{2\times36}{27\times3}=0.889\ \text{MV cm/µC},\qquad
P_t=\frac{2\times6}{3\sqrt3\times3}=0.770\ \text{µC/cm}^2 .$$

In units built from the electronvolt, the ångström and the elementary charge these are 14.24 eV Å/e² and $4.8\times10^{-4}$ e/Å². Minimizing $F$ numerically over all three components, with no direction assumed, gives the same values, 0.88889 MV cm/µC and 0.7698 µC/cm².

The transition temperature is $T_t=40+0.889/0.25=43.56$ K. In mean-field theory, and without nucleation, the polar state can survive on heating up to $a=36/36=1.00$ MV cm/µC, or 44.0 K, and the parent can survive on cooling down to 40 K.

In SI units the contribution of $\mathbf P$ to the susceptibility is $1/(\varepsilon_0a)$, which is 12.7 in the parent at $T_t$. In the polar phase it is 12.7 along $\mathbf P$ and 2.1 across it, the ratio of six derived above.

At a minimum $\partial F/\partial\mathbf P=0$, so only the explicit temperature dependence contributes to the entropy, $S=-\partial F/\partial T=-a_0P^2/2$ relative to the parent. The entropy jump is $a_0P_t^2/2=0.0741$ J/(cm³ K), and the latent heat is $43.56\times0.0741=3.23$ J/cm³.

## The real case and the neglected effects

The example lies in the rough regime of the lacunar spinel GaV₄S₈, which has a tetrahedral parent phase and a polar axis along a body diagonal. Its transition is at roughly 40 K and its polarization is roughly 1 µC/cm². The transition there is driven by an orbital distortion that transforms like $\mathbf P$, so $\mathbf P$ must be read as the polarization carried by that distortion and proportional to it, and $F$ as the energy of the distortion written in terms of $\mathbf P$. The parameters are not a fit, and the susceptibilities and latent heat are properties of the model. The shifts below are relative to 43.56 K, each with the other parameters held fixed.

**Higher-order terms.** $K=+0.2B$ shifts $T_t$ by $-0.22$ K and $K=-0.2B$ by $+0.25$ K. In the second case a numerical search over all directions still agrees with the diagonal formula. A sixth-order term equal to 10% of the quartic energy at $P_t$ gives $-0.26$ K.

The truncation itself is less secure than these shifts suggest. For an assumed cluster spacing of 0.7 nm on a face-centred cubic lattice, the entropy jump is $1.30k$ per cluster. If each cluster chose among four orientations, the whole available entropy would be $k\ln4\approx1.39k$. Losing $1.30k$ of it would require nearly complete order at the jump, where a low-order expansion is not controlled. A mean-field model of four equivalent orientations loses only $(k/2)\ln3\approx0.55k$ at its transition, so the example's entropy jump is more than twice what that picture gives.

**Electrical boundary conditions.** An open-circuited, single-domain plate with its normal along $[111]$ gains the energy $(\mathbf n\cdot\mathbf P)^2/(2\varepsilon_0\varepsilon_b)$, where $\mathbf n$ is now the plate normal. For background permittivity $\varepsilon_b=10$ the coefficient is 1.129 MV cm/µC. With $\mathbf P$ held along the normal it adds directly to $a$, and the shift is $-1.129/0.25=-4.5$ K. If $\mathbf P$ may choose its direction, the shift is only $-0.42$ K.

**Clamping.** Let $e_i$ be the three shear strains, $C$ the shear modulus, and $h$ and $q$ the linear and quadratic couplings to $\mathbf P$. The shear part of the elastic energy is

$$F_e=\sum_i\left[\frac C2e_i^2+e_i(hP_i+qP_jP_k)\right],$$

where $i,j,k$ are all different. At zero stress $e_i=-(hP_i+qP_jP_k)/C$, and substitution gives $F_e=-\sum_i(hP_i+qP_jP_k)^2/(2C)$. Its three cross terms add $-3hq/C$ to $w$, so part of the cubic coefficient may come from strain. Since $F_e=-(C/2)\sum_ie_i^2$ at zero stress, holding the shears at zero costs $(C/2)\sum_ie_i^2$.

For an assumed shear of 0.002 in each component at $P_t$ and $C=50$ GPa, the cost is 0.30 J/cm³. If the strain is linear in $\mathbf P$, this cost is quadratic in $P$ and raises $a$ by $2\times0.30/P_t^2$. The shift is then about $-4$ K, larger in magnitude than the whole interval $T_t-T_0=3.56$ K. It scales as the square of the assumed shear: 0.002 changes the angle of the primitive cell from $60^\circ$ by only $0.13^\circ$, and a shear of 0.005 would give about $-25$ K.

**Quantum saturation.** For a mode of energy $E=0.005$ eV, replacing $T$ in $a(T)$ by $(E/2k)\coth(E/2kT)$ changes the slope $da/dT$ by 2.7% between $T_0$ and $T_t$. If the coefficients are readjusted so that $a$ still vanishes at $T_0$ with slope $a_0$ there, this moves $T_t$ by $-0.05$ K. The effect is small only because the assumed mode energy is comparable to $kT_t$: for $E=0.02$ eV the slope changes by 36% and the shift is $-0.47$ K.

**Thermal fluctuations.** Suppose that the ordering tendency $a_0T_0$ comes from nearest-neighbour coupling between clusters a distance $r=0.7$ nm apart. On the face-centred cubic lattice this coupling weakens by the fraction $k_q^2r^2/6$ at small wavevector $k_q$. The stiffness becomes $a+a_0T_0k_q^2r^2/6$, which defines a correlation length

$$\xi=r\sqrt{\frac{a_0T_0}{6a_t}}=0.96\ \text{nm},\qquad \xi^3=0.88\ \text{nm}^3 .$$

In the parent phase, equipartition gives each wavevector a variance proportional to $kT_t$ divided by its stiffness, with $kT_t=0.00375$ eV. Summed over all wavevectors of the lattice with the full nearest-neighbour coupling, this gives an rms fluctuation of one component of 0.51 µC/cm² on a single cluster, or 0.67 of $P_t$. Averaged over a cube of volume $\xi^3$, with the small-wavevector stiffness, the rms value is 0.26 µC/cm², about a third of $P_t$. To lowest order, the single-cluster fluctuations act through the quartic term to change the stiffness by $5B\langle\delta P_i^2\rangle\approx4.0$ MV cm/µC. At the same order the cubic term changes it by about $-1.5$ MV cm/µC, which leaves a net increase of about 2.5 MV cm/µC, nearly three times $a_t$. About 86% of the single-cluster variance is uncorrelated on-site motion, governed by the stiffness $a_t+a_0T_0$. If $a_0T$ and $B$ were obtained by averaging over the states of one cluster, that part is already contained in them, so the figure indicates only the size of the effect.

Fluctuations of this size mean that, for these parameters and short-range coupling, mean-field theory cannot be relied on for the transition temperature. The formula $a_t=2w^2/(27B)$ remains the correct result for the stated $F$. To use it for a real crystal, one must treat $a$, $w$ and $B$ as effective coefficients that already include the fluctuations.

## Table of computed values

```
Td invariants, degrees 1 to 4: 0 1 1 2
input w = -6.0 MV cm^3/uC^2
input B = 3.0 MV cm^5/uC^3
input a0 = 0.25 MV cm/(uC K)
input T0 = 40.0 K
a_t, formula = 0.88889 MV cm/uC
a_t, 3D minimization = 0.88889 MV cm/uC
a_t converted = 14.24 eV angstrom/e^2
P_t, formula = 0.7698 uC/cm2
P_t, 3D minimization = 0.7698 uC/cm2
P_t converted = 4.805e-04 e/angstrom^2
each |component| of P_t = 0.4444 uC/cm2
number of polar variants = 4
angle between variants = 109.47 degrees
transition temperature = 43.56 K
polar-state limit a = 1.0000 MV cm/uC
polar-state limit T = 44.00 K
parent susceptibility at T_t = 12.71
polar susceptibility along P = 12.71
polar susceptibility across P = 2.12
barrier at T_t = 1.027e-04 eV/nm3
entropy jump = 0.0741 J/(cm3 K)
entropy jump per cluster = 1.30 k
latent heat = 3.226 J/cm3
Neglected effects, with assumed inputs:
K = +0.2 B: T shift = -0.22 K
K = -0.2 B: T shift = +0.25 K
Sixth-order energy 10% of quartic energy at P_t:
T shift = -0.26 K
background permittivity = 10
depolarizing coefficient = 1.129 MV cm/uC
open plate, P along normal: -4.52 K
open plate, best direction: -0.42 K
assumed spontaneous shear = 0.002
assumed shear modulus = 50 GPa
clamping energy = 0.300 J/cm3
clamping T shift = -4.05 K
assumed quantum mode energy = 0.005 eV
change of da/dT from T0 to T_t = +2.7 %
assumed cluster spacing = 0.7 nm
correlation length at T_t = 0.96 nm
correlated volume = 0.88 nm3
thermal energy at T_t = 0.00375 eV
rms component fluctuation / P_t = 0.88
```
